\section*{Siegert's Theorem and the Leading Retardation Correction to Electric Multipole Transitions, part 1}

(Sections cited here and not found follow in the second part.)

\section{Current conservation and the long-wavelength limit}

\subsection{The result and its assumptions}

Let $\hat\rho(\mathbf r)$ and $\hat{\mathbf J}(\mathbf r)$ be the charge-density and current-density operators of a localized system with Hamiltonian $\hat H$. For two states $|i\rangle$ and $|f\rangle$ write $\rho=\langle f|\hat\rho|i\rangle$, $\mathbf J=\langle f|\hat{\mathbf J}|i\rangle$ and $\omega=(E_f-E_i)/\hbar$. For $L\ge1$ the electric multipole amplitude is
\begin{equation}
T_{LM}(k)=\frac1k\int\left[\nabla\times\bigl(j_L(kr)\,\mathbf Y_{LL}^{M}\bigr)\right]\cdot\mathbf J\,d^3r,
\qquad
\mathbf Y_{LL}^{M}=\frac{\mathbf L Y_{LM}}{\sqrt{L(L+1)}},
\label{eq:def}
\end{equation}
with $\mathbf L=-i\,\mathbf r\times\nabla$ and $j_L$ the spherical Bessel function. The coupling of the system to a vector potential $\mathbf A$ is, to first order, $-\int\mathbf J\cdot\mathbf A\,d^3r$. Equation \eqref{eq:def} is this integral, up to sign and field strength, for a standing wave of electric type. There is no $L=0$ member, since $\mathbf L Y_{00}=0$.

\paragraph{Theorem.} Assume that
\begin{enumerate}
\item charge is conserved by the Hamiltonian in use,
\begin{equation}
\nabla\cdot\hat{\mathbf J}+\frac{i}{\hbar}[\hat H,\hat\rho]=0;
\label{eq:cont}
\end{equation}
\item $|i\rangle$ and $|f\rangle$ are exact eigenstates of $\hat H$, with $\omega\neq0$;
\item $\rho$ and $\mathbf J$ fall off fast enough that surface terms at infinity vanish and the moments $\int|\rho|\,r^{L+4}d^3r$ and $\int|\mathbf J|\,r^{L+3}d^3r$ are finite, as they are for exponentially decaying bound states;
\item the charge moment $Q=\int\rho\,g\,d^3r$, with $g=r^LY_{LM}$, is not zero.
\end{enumerate}
Then, as $k\to0$,
\begin{equation}
T_{LM}(k)=T_{\mathrm S}\left[1+k^2(C_\rho+C_J)+O(k^4)\right],
\qquad
T_{\mathrm S}=-\frac{\omega}{k}\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,Q,
\label{eq:theorem}
\end{equation}
\begin{equation}
C_\rho=-\frac{L+3}{2(L+1)(2L+3)}\,\frac{\int\rho\,r^2g\,d^3r}{Q},
\qquad
C_J=\frac{\int g\,\mathbf r\cdot\mathbf J\,d^3r}{i\omega(L+1)\,Q}.
\label{eq:C}
\end{equation}

The leading term $T_{\mathrm S}$ is Siegert's theorem: an integral over the current has become a moment of the charge density. The correction is not a charge moment alone, because $C_J$ still contains the current.

In \eqref{eq:theorem} the wave number $k$ and the frequency $\omega$ are independent, and $\omega$ is held fixed as $k\to0$. For a real photon one afterwards sets $k=|\omega|/c$. The prefactor $\omega/k$ then becomes $\pm c$, and $T_{\mathrm S}$ is proportional to $k^L$.

\subsection{Where the continuity equation comes from}

\paragraph{Lemma 1.} For particles with charges $q_a$ and masses $m_a$, whose potential energy $V$ is a function of the positions $\mathbf r_a$ alone, \eqref{eq:cont} holds with
\begin{equation}
\hat\rho(\mathbf r)=\sum_aq_a\,\delta(\mathbf r-\mathbf r_a),
\qquad
\hat{\mathbf J}(\mathbf r)=\sum_a\frac{q_a}{2m_a}\left[\mathbf p_a\,\delta(\mathbf r-\mathbf r_a)+\delta(\mathbf r-\mathbf r_a)\,\mathbf p_a\right].
\label{eq:ops}
\end{equation}

\paragraph{Proof.} Write $\delta_a=\delta(\mathbf r-\mathbf r_a)$. Since $\mathbf p_a=-i\hbar\nabla_a$, and since a derivative of $\delta_a$ with respect to $\mathbf r_a$ is minus the derivative with respect to $\mathbf r$,
\begin{equation}
[\mathbf p_a,\delta_a]=-i\hbar\,(\nabla_a\delta_a)=i\hbar\,\nabla\delta_a .
\end{equation}
The kinetic energy therefore gives
\begin{align}
\frac i\hbar\left[\frac{\mathbf p_a^2}{2m_a},\delta_a\right]
&=\frac{i}{2m_a\hbar}\left(\mathbf p_a\cdot[\mathbf p_a,\delta_a]+[\mathbf p_a,\delta_a]\cdot\mathbf p_a\right)\nonumber\\
&=-\frac1{2m_a}\,\nabla\cdot\left(\mathbf p_a\delta_a+\delta_a\mathbf p_a\right).
\label{eq:kin}
\end{align}
The gradient $\nabla$ acts on the field point $\mathbf r$ and so could be taken through $\mathbf p_a$. Multiplication by $q_a$ and summation over $a$ turn the right side into $-\nabla\cdot\hat{\mathbf J}$. The potential $V$ commutes with $\hat\rho$, because both are functions of the positions. Hence $(i/\hbar)[\hat H,\hat\rho]=-\nabla\cdot\hat{\mathbf J}$. $\square$

Between eigenstates the commutator in \eqref{eq:cont} becomes a number times $\rho$:
\begin{equation}
\nabla\cdot\mathbf J=-\frac i\hbar\,(E_f-E_i)\,\rho=-i\omega\rho .
\label{eq:contfi}
\end{equation}
For one particle, \eqref{eq:ops} gives $\rho=q\,\psi_f^*\psi_i$. In the first term of the current, $\mathbf p$ acts to the left on $\psi_f^*$ and gives $+i\hbar\nabla\psi_f^*$. In the second it acts to the right and gives $-i\hbar\nabla\psi_i$. Together,
\begin{equation}
\mathbf J=\frac{q\hbar}{2mi}\left(\psi_f^*\nabla\psi_i-\psi_i\nabla\psi_f^*\right).
\label{eq:J1}
\end{equation}

\subsection{The field of an electric multipole}

\paragraph{Lemma 2.} Let $f=j_L(kr)Y_{LM}$. Then
\begin{equation}
\nabla\times(\mathbf Lf)=i\left[k^2\,\mathbf r f+\nabla\,\partial_r(rf)\right].
\label{eq:curl}
\end{equation}

\paragraph{Proof.} For two vector fields,
\begin{equation}
\nabla\times(\mathbf a\times\mathbf b)=\mathbf a(\nabla\cdot\mathbf b)-\mathbf b(\nabla\cdot\mathbf a)+(\mathbf b\cdot\nabla)\mathbf a-(\mathbf a\cdot\nabla)\mathbf b .
\end{equation}
Take $\mathbf a=\mathbf r$ and $\mathbf b=\nabla f$. With $\nabla\cdot\mathbf r=3$ and $(\nabla f\cdot\nabla)\mathbf r=\nabla f$,
\begin{equation}
\nabla\times(\mathbf r\times\nabla f)=\mathbf r\nabla^2f-2\nabla f-(\mathbf r\cdot\nabla)\nabla f .
\end{equation}
The product rule gives $\nabla(\mathbf r\cdot\nabla f)=\nabla f+(\mathbf r\cdot\nabla)\nabla f$. This removes the last term:
\begin{equation}
\nabla\times(\mathbf r\times\nabla f)=\mathbf r\nabla^2f-\nabla\left(f+\mathbf r\cdot\nabla f\right)=\mathbf r\nabla^2f-\nabla\,\partial_r(rf),
\end{equation}
because $\mathbf r\cdot\nabla=r\partial_r$. The radial equation of $j_L$ is equivalent to $\nabla^2f=-k^2f$. Inserting this and multiplying by $-i$ gives \eqref{eq:curl}. $\square$

The first term of \eqref{eq:curl} carries an explicit factor $k^2$. At long wavelength the second term dominates, and it is a gradient. Near the origin the field of an electric multipole thus looks like an electrostatic field. A gradient integrated against a current can be traded for the divergence of the current, and continuity ties that divergence to the charge.

\subsection{The exact form}

\paragraph{Proposition 1.} Under assumptions 1 to 3, for every $k>0$,
\begin{equation}
T_{LM}=\frac{i}{k\sqrt{L(L+1)}}\left\{i\omega\int\rho\;\partial_r\!\left[r j_L(kr)\right]Y_{LM}\,d^3r+k^2\int j_L(kr)\,Y_{LM}\;\mathbf r\cdot\mathbf J\,d^3r\right\}.
\label{eq:exact}
\end{equation}

\paragraph{Proof.} The operator $\mathbf L$ differentiates angles only, so $j_L\mathbf LY_{LM}=\mathbf L(j_LY_{LM})=\mathbf Lf$. By Lemma 2,
\begin{equation}
T_{LM}=\frac{i}{k\sqrt{L(L+1)}}\int\left[k^2f\,\mathbf r+\nabla\chi\right]\cdot\mathbf J\,d^3r,\qquad \chi=\partial_r(rf).
\end{equation}
The first term is already the current term of \eqref{eq:exact}. In the second, $\mathbf J\cdot\nabla\chi=\nabla\cdot(\chi\mathbf J)-\chi\nabla\cdot\mathbf J$. The total divergence becomes a surface integral that vanishes at infinity, and \eqref{eq:contfi} gives
\begin{equation}
\int\mathbf J\cdot\nabla\chi\,d^3r=-\int\chi\,\nabla\cdot\mathbf J\,d^3r=i\omega\int\chi\,\rho\,d^3r .
\label{eq:parts}
\end{equation}
$\square$

No expansion has been made, so \eqref{eq:exact} also holds when the wavelength is comparable with the source. The numerical check evaluates the curl in \eqref{eq:def} by finite differences. It confirms \eqref{eq:exact} within a relative tolerance of $10^{-7}$ for four transitions in harmonic wells, two of them without spherical symmetry.

\subsection{Siegert's theorem}

The small-$k$ limit needs the power series of $j_L$. Insert $j_L(x)=\sum_na_nx^{L+2n}$ into $x^2j''+2xj'+[x^2-L(L+1)]j=0$. The coefficient of $x^{L+2n}$ gives
\begin{equation}
\left[(L+2n)(L+2n+1)-L(L+1)\right]a_n=-a_{n-1}.
\end{equation}
The bracket equals $4nL+4n^2+2n=2n(2L+2n+1)$, so
\begin{equation}
a_n=-\frac{a_{n-1}}{2n(2L+2n+1)},\qquad a_0=\frac1{(2L+1)!!},
\label{eq:an}
\end{equation}
where $a_0$ is the standard normalization of $j_L$. Since $\partial_r(r\,r^{L+2n})=(L+2n+1)r^{L+2n}$, the first two terms are
\begin{align}
j_L(kr)&=\frac{(kr)^L}{(2L+1)!!}\left[1-\frac{(kr)^2}{2(2L+3)}+\dots\right],\label{eq:ser1}\\
\partial_r\left[rj_L(kr)\right]&=\frac{(kr)^L}{(2L+1)!!}\left[(L+1)-\frac{(L+3)(kr)^2}{2(2L+3)}+\dots\right].\label{eq:ser2}
\end{align}

The leading term of \eqref{eq:ser2} in \eqref{eq:exact} gives
\begin{equation}
T_{\mathrm S}=\frac{i\cdot i\omega}{k\sqrt{L(L+1)}}\,\frac{(L+1)k^L}{(2L+1)!!}\int\rho\,r^LY_{LM}\,d^3r .
\end{equation}
With $i\cdot i=-1$ and $(L+1)/\sqrt{L(L+1)}=\sqrt{(L+1)/L}$ this is the $T_{\mathrm S}$ of \eqref{eq:theorem}. The current term of \eqref{eq:exact} has two more powers of $k$ and does not contribute at this order.

\paragraph{Remark (operator form).} At leading order the electric multipole operator is a number times $\int\hat{\mathbf J}\cdot\nabla g\,d^3r$. Integration by parts with \eqref{eq:cont} gives
\begin{equation}
\int\hat{\mathbf J}\cdot\nabla g\,d^3r=\frac i\hbar\,[\hat H,\hat Q],\qquad \hat Q=\int\hat\rho\,g\,d^3r .
\label{eq:opform}
\end{equation}
The long-wavelength current operator is the time derivative of the charge moment. Eigenstates are needed only to replace the commutator by $\hbar\omega$.

\paragraph{Remark (dipole).} For $L=1$, $M=0$ the function $g$ is proportional to $z$ and $\nabla g$ is constant. For one particle $\int J_z\,d^3r=(q/m)\langle f|p_z|i\rangle$, so \eqref{eq:opform} reads
\begin{equation}
\frac1m\langle f|p_z|i\rangle=i\omega\,\langle f|z|i\rangle .
\label{eq:vl}
\end{equation}
This is the equality of the velocity and length forms of the dipole matrix element.

\subsection{Two ways to lose the equality}

\paragraph{States that are not eigenstates.} Take an isotropic harmonic well with $\hbar=m=\omega_0=1$, its exact ground state $\psi_0\propto e^{-r^2/2}$, and the trial final state $z\,e^{-\alpha r^2/2}$. Since $p_z\psi_0=-i\partial_z\psi_0=iz\psi_0$, the left side of \eqref{eq:vl} equals $i\langle f|z|i\rangle$ for every $\alpha$. The trial state is the lowest $p$ state of a well of frequency $\alpha$, with energy $5\alpha/2$ there. Half of it, $5\alpha/4$, is kinetic. The other half is $\tfrac12\alpha^2\langle r^2\rangle$, so the potential energy in the actual well is $\tfrac12\langle r^2\rangle=5/(4\alpha)$. For $\alpha=1.2$ the energy difference is
\begin{equation}
\tfrac54\left(1.2+\tfrac1{1.2}\right)-\tfrac32=1.0417 ,
\end{equation}
and the ratio of current form to charge form is $1/1.0417=0.960$. The computed ratio is $0.96000$, and it is $1.00000$ for the exact state $\alpha=1$. A difference between the two forms therefore reveals an error in the states, in the energy difference or in the current. Agreement does not prove that the states are exact.

\paragraph{Nonlocal potentials.} If $V$ is not a function of positions alone, it need not commute with $\hat\rho$. Equation \eqref{eq:kin} still holds for the kinetic part, and the current \eqref{eq:ops} then obeys
\begin{equation}
\nabla\cdot\hat{\mathbf J}+\frac i\hbar[\hat H,\hat\rho]=\frac i\hbar[V,\hat\rho].
\end{equation}
The right side is a spurious source of charge. Repeating the integration by parts with it gives
\begin{equation}
\int\mathbf J\cdot\nabla g\,d^3r=i\omega Q-\frac i\hbar\langle f|[V,\hat Q]|i\rangle ,
\end{equation}
so the charge form no longer equals this current form. The theorem is restored by a current that contains the contribution of $V$, satisfies \eqref{eq:cont} and is localized as assumption 3 requires. Continuity alone is not enough. An added current $\nabla\phi$, with $\phi$ falling off only as a power of $r$, can satisfy \eqref{eq:cont}, yet it contributes nothing to $T_{LM}$, because the multipole field in \eqref{eq:def} is divergence-free.

The size of the effect depends on the potential. In a one-dimensional harmonic well in oscillator units, add the nonlocal term $0.5\,|u\rangle\langle u|$ with $|u\rangle=(|0\rangle+|2\rangle)/\sqrt2$. For the two lowest states the ratio $\langle p\rangle/(i\omega\langle x\rangle)$ is then $1.82$. With the local term $0.1\,x^4$ instead, it is $1.00000$.

\section{The correction of relative order $(kr)^2$}

\subsection{Symbols and results carried over}

Here $\rho$ and $\mathbf J$ are the transition charge and current densities, $\omega=(E_f-E_i)/\hbar$, and $g=r^LY_{LM}$ is the solid harmonic with charge moment $Q=\int\rho g\,d^3r$. The densities satisfy $\nabla\cdot\mathbf J=-i\omega\rho$. Current conservation gave the exact amplitude \eqref{eq:exact}, with a charge term that contains $\partial_r(rj_L)$ and a current term that contains $k^2j_L\,\mathbf r\cdot\mathbf J$. Its leading part is the Siegert amplitude $T_{\mathrm S}$ of \eqref{eq:theorem}. The series needed are \eqref{eq:ser1} and \eqref{eq:ser2}.

Two further moments occur:
\begin{equation}
Q'=\int\rho\,r^2g\,d^3r,\qquad R=\int g\,\mathbf r\cdot\mathbf J\,d^3r .
\end{equation}

Current conservation has given the exact amplitude \eqref{eq:exact} and, as its leading term at long wavelength, Siegert's theorem. It remains to prove the correction of relative order $k^2$ stated in \eqref{eq:theorem} and \eqref{eq:C}, to show that the charge density alone does not fix it, and to evaluate it for an electron in a harmonic well.
